# Floquet scattering from an oscillating site: unitarity, truncation and drive strength

## What symmetry and dimensions fix

A particle moves on an infinite chain with hopping $-J$, $J>0$. The energy of site 0 oscillates:

$$H(t)=-J\sum_j\big(|j\rangle\langle j+1|+\text{h.c.}\big)+[\varepsilon_0+A\cos\Omega t]\,|0\rangle\langle 0| ,\qquad A>0 .$$

There are no interactions and no dissipation. Three arguments restrict the scattering matrix before anything is solved.

First, $H$ is periodic in time, so energy is conserved up to multiples of $\hbar\Omega$. A particle entering at energy $E$ leaves in a sideband $E_n=E+n\hbar\Omega$.

Second, reflection $j\to-j$ is a symmetry. Odd states vanish at site 0 and do not feel the impurity. On the left such a state is $e^{ikj}-e^{-ikj}$, so the odd channel has scattering amplitude $-1$. An odd input is a wave from the left minus one from the right; its output amplitude on the left is $r-t$. With $r$ and $t$ as matrices in sideband space,

$$r-t=-1,\qquad S=\begin{pmatrix}r&t\\ t&r\end{pmatrix},\qquad r=t-1 .$$

Every sideband other than the incident one is therefore emitted equally to both sides.

Third, $S$ is dimensionless and depends on ratios of energies. We may choose $\alpha=A/\hbar\Omega$, together with $E/J$, $\varepsilon_0/J$ and $\hbar\Omega/J$. Convergence with $\alpha$ is thus a well-posed question when the other three ratios are held fixed.

## The sideband equations

Write $\psi_j(t)=e^{-iEt/\hbar}\sum_n e^{-in\Omega t}\varphi_{j,n}$ and $a=A/2$. Since $\cos\Omega t=(e^{i\Omega t}+e^{-i\Omega t})/2$, the drive couples neighbouring sidebands:

$$E_n\varphi_{j,n}=-J(\varphi_{j+1,n}+\varphi_{j-1,n})+\delta_{j0}\big[\varepsilon_0\varphi_{0,n}+a(\varphi_{0,n+1}+\varphi_{0,n-1})\big].$$

Away from site 0 an outgoing or decaying solution is $\lambda_n^{|j|}$, with $E_n=-J(\lambda_n+\lambda_n^{-1})$. If $|E_n|<2J$ the sideband is open: $\lambda_n=e^{ik_n}$ with $0<k_n<\pi$, and

$$u_n=\frac{dE_n}{dk_n}=2J\sin k_n=\sqrt{4J^2-E_n^2}>0$$

is $\hbar$ times the velocity per lattice constant. If $|E_n|>2J$ it is closed and $|\lambda_n|<1$. Energies exactly at a band edge are excluded.

Send a unit wave in open sideband $m$ from the left, and let $x_n=\varphi_{0,n}$. On the right the solution is $x_n\lambda_n^{j}$. On the left it is $\delta_{nm}e^{ik_mj}+(x_n-\delta_{nm})\lambda_n^{|j|}$, which is continuous at site 0. The equation at site 0 becomes

$$E_nx_n=\varepsilon_0x_n+a(x_{n+1}+x_{n-1})-J\big[2\lambda_nx_n+\delta_{nm}(\lambda_m^{-1}-\lambda_m)\big].$$

Now $E_n+2J\lambda_n=J(\lambda_n-\lambda_n^{-1})$, which is $iu_n$ for an open sideband. For a closed one its square is $E_n^2-4J^2$; its sign is that of $E_n$, because $\lambda_n$ is negative when $E_n>2J$ and positive when $E_n<-2J$. Hence

$$d_nx_n-a(x_{n+1}+x_{n-1})=iu_m\delta_{nm},$$

$$d_n=\begin{cases}iu_n-\varepsilon_0,&\text{open}\\ \operatorname{sgn}(E_n)\sqrt{E_n^2-4J^2}-\varepsilon_0,&\text{closed.}\end{cases}$$

Let $M$ be the tridiagonal matrix on the left and $G=M^{-1}$. Then $x_n=iu_mG_{nm}$. Flux is proportional to $u_n|x_n|^2$, so the flux-normalized amplitude is

$$t_{nm}=\sqrt{u_n/u_m}\,x_n=i\sqrt{u_nu_m}\,G_{nm}.$$

As a check on signs, removing the drive gives $t=iu/(iu-\varepsilon_0)$ and $|t|^2=u^2/(u^2+\varepsilon_0^2)$, which tends to 1 as $\varepsilon_0\to0$.

## The naive scheme and why its check is blind

Closed sidebands carry no flux to infinity. This suggests keeping $|n|\le N$ with $N$ just large enough to include the open ones, and accepting the result if $S^\dagger S=1$. The check passes, but the result can be wrong.

To see why, let $U$ be diagonal with entries $u_n$ on open sidebands and zero on closed ones. The truncated $M$ is symmetric, and its only complex entries are the $iu_n$, so $M-M^\dagger=2iU$. Multiply by $G^\dagger$ on the left and $G$ on the right, using $MG=1$ and $G^\dagger M^\dagger=1$:

$$G^\dagger-G=2i\,G^\dagger UG .$$

On the open sidebands $t=iU^{1/2}GU^{1/2}$, so

$$t^\dagger t=U^{1/2}G^\dagger UGU^{1/2}=\tfrac{i}{2}U^{1/2}(G-G^\dagger)U^{1/2}=\tfrac12(t+t^\dagger).$$

The even channel has matrix $r+t=2t-1$, and

$$(2t-1)^\dagger(2t-1)=4t^\dagger t-2t-2t^\dagger+1=1 .$$

The odd channel is $-1$. Both blocks are unitary, hence so is $S$ on the retained open sidebands. The size of $N$ was never used. Truncation replaces the sideband ladder by a shorter one with hard ends. That is another flux-conserving problem, and unitarity cannot tell it from the intended one.

The proof needs $M$ to be invertible. If $Mx=0$, then $0=x^\dagger(M-M^\dagger)x=2i\sum_n u_n|x_n|^2$, so $x$ vanishes on every open sideband. Assume $0<\hbar\Omega<2J$. For $E\le0$ the sideband $E+\hbar\Omega$ is open; for $E\ge0$ the sideband $E-\hbar\Omega$ is. Two adjacent components of $x$ then vanish, and the recurrence makes all others vanish. So $M$ is invertible for every $N\ge1$. The argument also excludes a normalizable null vector of the infinite ladder. There $|d_n|\to\infty$, so after division by the diagonal (with any zero entry replaced) $M$ is the identity plus a compact operator, and absence of a null vector implies invertibility.

For $\hbar\Omega>2J$ this can fail. Take $E=\varepsilon_0=0$ and $N=2$, where only $n=0$ is open and $d_{-n}=-d_n$ for $n=1,2$. At $a^2=d_1d_2$ the pairs $(1,2)$ and $(-1,-2)$ both have null vectors. Scaled so that $x_1=-x_{-1}$, they combine with $x_0=0$ into a null vector of $M$: a state trapped at an energy inside the band.

## What truncation really discards

Let $P$ denote the retained sidebands and $Q$ the rest. The $P$ columns of $MG=1$ read

$$M_{PP}G_{PP}+M_{PQ}G_{QP}=1,\qquad M_{QP}G_{PP}+M_{QQ}G_{QP}=0 .$$

When $M_{QQ}$ is invertible, eliminating $G_{QP}$ gives $(M_{PP}-\Delta)G_{PP}=1$ with $\Delta=M_{PQ}M_{QQ}^{-1}M_{QP}$. The truncated scheme uses $G^{(N)}=M_{PP}^{-1}$. Multiplying by it from the left,

$$G_{PP}-G^{(N)}=G^{(N)}\Delta\,G_{PP}.$$

Only sidebands $\pm N$ touch the discarded part, so $\Delta$ has two nonzero entries, at its corners. On the upper ladder let $R_n=x_n/x_{n-1}$ for the decaying solution. The recurrence gives

$$R_n=\frac{a}{d_n-aR_{n+1}},\qquad \Delta_{NN}=\frac{a^2}{d_{N+1}-aR_{N+2}}=aR_{N+1},$$

and the lower ladder is treated in the same way, outward from $-N$. An error therefore requires a trip from an open sideband to the cut, a reflection there, and a trip back. Convergence is governed by how well the ladder suppresses that round trip.

## A guaranteed factorial regime

Put $c=|E|+2J+|\varepsilon_0|$. For a closed sideband $\sqrt{E_n^2-4J^2}\ge|E_n|-2J$, so $|d_n|\ge|n|\hbar\Omega-c$. Let $n_0$ be the smallest integer with

$$n_0\ge\alpha+\frac{c}{\hbar\Omega}.$$

For $|n|\ge n_0$ all sidebands are closed and $|d_n|\ge A=2a$. Start at the far end of a finite ladder, where the next ratio is zero, and work inward. If $|R_{n+1}|\le1$, then

$$|R_n|\le\frac{a}{|d_n|-a}\le\rho_n=\frac{a}{|n|\hbar\Omega-c-a}\le1 .$$

Lengthening the ladder changes the ratios by $R_n-R_n'=R_nR_n'(R_{n+1}-R_{n+1}')$. These changes shrink on the way inward, so the bound survives the infinite limit.

For $|n|,|m|<n_0\le N$, the two trips each contribute a product of ratios from $n_0$ to $N$:

$$|G_{nm}-G^{(N)}_{nm}|\le a\rho_{N+1}\prod_{j=n_0}^{N}\rho_j^2\;\sum_{\pm}|G^{(N)}_{n,\pm(n_0-1)}|\,|G_{\pm(n_0-1),m}| .$$

The last sum has a finite limit, because $G^{(N)}(1+\Delta G_{PP})=G_{PP}$ and $\Delta\to0$. The product falls factorially, since $\rho_j$ decreases as $\alpha/2j$.

Adding one sideband multiplies the contribution of one end by about $R_{N+1}R_{N+2}$. With $R_n\simeq\alpha/2n$ the error ratio approaches

$$\frac{e_{N+1}}{e_N}\simeq\left[\frac{\alpha}{2(N+3/2)}\right]^2,$$

provided one end dominates and its prefactor is nonzero. Far out, $|d_{\pm n}|\simeq n\hbar\Omega\pm(E-\varepsilon_0)$, so for $E<\varepsilon_0$ the upper end has the larger ratios and finally dominates. For $E=\varepsilon_0$ the two ends are comparable and may cancel, partly or, in some matrix elements, completely.

For weak drive, a round trip from the outermost open sideband $n_+$ to $N+1$ and back takes $2(N+1-n_+)$ drive quanta. At leading order its error is therefore proportional to $\alpha^{2(N+1-n_+)}$, and a few closed sidebands suffice, provided every closed $|d_n|$ is large compared with $a$. This fails when a closed sideband lies near the bound state of the static impurity, $E_n=\operatorname{sgn}(\varepsilon_0)\sqrt{\varepsilon_0^2+4J^2}$, where $d_n=0$. If $d_{n_++1}=0$, the diagonal element of $G$ at $n_+$ tends to $1/(d_{n_+}+d_{n_++2})$ as $a\to0$, while the cutoffs $N=n_+$ and $N=n_++1$ give $1/d_{n_+}$ and $0$. The error is then of order one however weak the drive.

## Strong drive: a turning point in sideband space

The condition for $n_0$ is sufficient, but it does not say where convergence starts. For that, treat $d_n$ as locally constant on the closed ladder. A solution $x_n\propto\xi^n$ requires $\xi+\xi^{-1}=2d_n/A$. For $|d_n|<A$, $\xi$ is a pure phase: amplitude travels along the ladder without decay, and a cut reflects it fully. For $|d_n|>A$ the solution decays at the rate

$$\gamma_n=\operatorname{arccosh}(|d_n|/A)$$

per sideband. On the upper side, for $A+\varepsilon_0>0$, the turning point $d_n=A$ lies at

$$N_t=\frac{\sqrt{(A+\varepsilon_0)^2+4J^2}-E}{\hbar\Omega}\;\to\;\alpha+\frac{\varepsilon_0-E}{\hbar\Omega}\quad(\alpha\to\infty\text{ at fixed }\Omega).$$

A different limit, $\Omega\to0$ at fixed $A$, also makes $\alpha$ large. There $N_t\hbar\Omega$ stays fixed and still contains the bandwidth, so $N_t\simeq\alpha$ does not hold. The turning point then matters for the whole matrix $t$, which includes open sidebands near the band edges. A single incident sideband far from the edges can converge at a much smaller $N$: on open sidebands $d_n$ is complex, so amplitude decays along the ladder there too, as it leaks into the chain.

The round trip and the corner factor suggest the cutoff rule

$$2\sum_n\gamma_n+\gamma_{N+1}\ge L,\qquad L=\ln(1/\text{tolerance}),$$

where the sum runs from the first sideband beyond the outermost open one to $N$, with $\gamma_n=0$ where $|d_n|\le A$. The larger $N$ from the two sides is taken. This is an estimate, since prefactors are dropped. They become large when a closed sideband is resonant with the bound state of the static impurity, and there the rule can return too small an $N$. For $|\varepsilon_0|>A$ the sum can also reach $L$ before the turning point, so $N$ should in any case be taken beyond $N_t$ and its counterpart on the lower side.

For large $\alpha$ at fixed $\Omega$, let $y=N-N_t$. Near the turning point $|d_n|/A\simeq1+y/\alpha$, and $\cosh\gamma\simeq1+\gamma^2/2$ gives $\gamma\simeq\sqrt{2y/\alpha}$. Replacing the sum by an integral,

$$2\int_0^y\sqrt{\frac{2y'}{\alpha}}\,dy'=\frac{4\sqrt2}{3}\frac{y^{3/2}}{\sqrt\alpha}=L\quad\Rightarrow\quad y=\left(\frac{3L}{4\sqrt2}\right)^{2/3}\alpha^{1/3}.$$

The required cutoff is then $\alpha$ plus a layer growing as $\alpha^{1/3}$, valid when $y\ll\alpha$.

## The resulting scheme

1. Find the open sidebands and evaluate the cutoff rule for the wanted tolerance.
2. Build the tridiagonal $M$ and solve for the columns of open sidebands. Each column costs a number of operations proportional to $N$.
3. Form $t$, then $r=t-1$ and $S$. Use unitarity to detect a mismatch between the $u_n$ in $M$ and those in the normalization of $t$, unequal real off-diagonal entries on a link between two open sidebands, or an error in the linear solution. It cannot detect wrong positive values of $u_n$ used consistently in both places. Nor can it detect wrong real entries that leave $M$ symmetric, such as a wrong sign of $\varepsilon_0$ or of $d_n$ on a closed sideband. The proof above holds for all such values. Unequal real entries on a link beyond the outermost open sideband also escape, because the open block depends only on their product, which is real.
4. Increase $N$ and compare the entries of $t$. Do this well beyond the turning point, where each added sideband reduces the error by a large factor, so that the change from $N$ to $N+1$ is close to the error at $N$. Just past the turning point $\gamma_n$ is small, and the change can understate the error.

## A worked case

Take the round values $E=-0.5J$, $\hbar\Omega=1.1J$, $\varepsilon_0=0.5J$ and $\alpha=2$, so $A=2.2J$. The energies $-1.6$, $-0.5$, $0.6$ and $1.7J$ lie in the band, so $n=-1,0,1,2$ are open. For the incident sideband $u_0=\sqrt{4-0.25}\,J=1.9365J$.

For incidence in $n=0$, the transmission probabilities for $n=-1,0,1,2$ are 0.15507, 0.30057, 0.07283 and 0.01184. Their sum is 0.54031. The diagonal element of $t^\dagger t=(t+t^\dagger)/2$ says that this sum equals $\operatorname{Re}t_{00}$. Elastic reflection is therefore

$$|t_{00}-1|^2=0.30057+1-2(0.54031)=0.21995,$$

which agrees with the computed value. The other reflection probabilities equal their transmission partners, as symmetry demands. The mean energy change is

$$1.1J\,[-2(0.15507)+2(0.07283)+4(0.01184)]\simeq-0.13J,$$

so at this energy the particle on average gives energy to the drive.

These probabilities were tested against a wave packet propagated in time without any sideband expansion. The packet is narrow in energy compared with $\hbar\Omega$, so its outgoing sidebands can be separated. Packet-averaged probabilities from $N=20$ differ from the dynamics by at most $1.2\times10^{-5}$. With $N=1$ the largest difference is 0.036. This exceeds the whole probability 0.012 of the omitted channel $n=2$ on either side, so retained channels are wrong too.

The naive cutoff is $N=2$, which includes all open sidebands:

| $N$ | unitarity defect | largest error in $t$ |
|---|---|---|
| 2 | $2\times10^{-16}$ | 0.36 |
| 4 | $2\times10^{-16}$ | 0.013 |
| 6 | $2\times10^{-16}$ | $3.5\times10^{-5}$ |
| 8 | $4\times10^{-16}$ | $1.8\times10^{-8}$ |
| 10 | $2\times10^{-16}$ | $3.0\times10^{-12}$ |

The errors are absolute, relative to a calculation with $N=80$. The defect stays at rounding level while the error falls by eleven orders of magnitude.

Here $c=3J$ and $\alpha+c/\hbar\Omega=2+3/1.1=4.73$, so $n_0=5$. At $N=7$ the largest error in $G$ for $|n|,|m|<5$ is $5.1\times10^{-6}/J$, and the largest bound is $7.7\times10^{-4}/J$. The bound is safe but not tight.

Far out, the error in $G_{00}$ changes by a factor $2.728\times10^{-4}$ from $N=60$ to 61. The leading formula gives $(1/61.5)^2=2.644\times10^{-4}$. Most of the 3% difference comes from the shift $(E-\varepsilon_0)/\hbar\Omega=-0.91$ in the dominant upper ladder: $1/(60.09\times61.09)=2.724\times10^{-4}$.

For an error of $10^{-8}$ relative to the largest entry of $t$, the needed cutoffs are 5, 7, 9, 12, 18, 28 and 47 at $\alpha=0.25$, 1, 2, 4, 8, 16 and 32. The cutoff rule gives the same integers. The test allowed a difference of up to four, since the rule omits prefactors.

At $\alpha=32$, $A=35.2J$ and

$$N_t=\frac{\sqrt{35.7^2+4}+0.5}{1.1}\simeq33.0 .$$

With $L=18.4$ the layer is $4.57\times32^{1/3}\simeq14.5$, giving $N\simeq47.5$ against the needed 47. Since $y/\alpha\simeq0.45$ is not very small, agreement this close is better than the expansion promises. A cut at $N=25$, before the turning point, leaves a relative error of 0.81 with a unitarity defect of $10^{-16}$. The remaining values are in the numerical output.

## Table of computed values

```
E = -0.5 J, hbar Omega = 1.1 J, eps0 = 0.5 J
alpha = A/(hbar Omega) = 2.0, A = 2.20 J
open n=-1: E_n = -1.60 J, u_n = 1.2000 J
open n=+0: E_n = -0.50 J, u_n = 1.9365 J
open n=+1: E_n = +0.60 J, u_n = 1.9079 J
open n=+2: E_n = +1.70 J, u_n = 1.0536 J
probabilities from n=0: T,R at E | packet T,R | dynamics T,R
n=-1: 0.15507 0.15507 | 0.15509 0.15509 | 0.15510 0.15510
n=+0: 0.30057 0.21995 | 0.30037 0.22017 | 0.30035 0.22017
n=+1: 0.07283 0.07283 | 0.07282 0.07282 | 0.07282 0.07282
n=+2: 0.01184 0.01184 | 0.01182 0.01182 | 0.01182 0.01182
sum of probabilities at E = 1.0000000000
largest dynamics difference, N=20: 1.2e-05
largest dynamics difference, N=1: 0.0363
cutoff N: unitarity defect, largest error in retained t
N= 1: 1.9e-16, 2.67e-01
N= 2: 2.2e-16, 3.56e-01
N= 3: 2.2e-16, 9.42e-02
N= 4: 2.2e-16, 1.32e-02
N= 5: 3.3e-16, 8.86e-04
N= 6: 2.2e-16, 3.48e-05
N= 7: 2.2e-16, 9.21e-07
N= 8: 4.4e-16, 1.77e-08
N= 9: 4.4e-16, 2.59e-10
N=10: 2.2e-16, 3.00e-12
rigorous decay starts at n0 = 5, c = 3.00 J
N=5: max G error 4.86e-03/J, max bound 7.89e-02/J
N=7: max G error 5.05e-06/J, max bound 7.65e-04/J
error ratio N=61 to N=60: 2.7280e-04
asymptotic error ratio: 2.6439e-04
relative tolerance 1e-08: alpha, needed N, estimated N
alpha= 0.25:  5,  5
alpha= 1.00:  7,  7
alpha= 2.00:  9,  9
alpha= 4.00: 12, 12
alpha= 8.00: 18, 18
alpha=16.00: 28, 28
alpha=32.00: 47, 47
alpha=32, N=25: relative error 0.813
same cutoff: unitarity defect 1.1e-16
```
